# Transverse and Longitudinal Susceptibility of a Tetragonal Ferroelectric near Isotropy

## The response that a one-component theory misses

Suppose that the dielectric response of a polar crystal is estimated from a Landau energy with a single polarization component. The estimate contains the energy cost of making the polarization longer or shorter, and nothing else. A field applied across the polarization does something different: it turns the polarization. If the crystal hardly distinguishes one direction from another, turning is cheap, and the one-component estimate can be far too small: in the model below, by a factor of 200 when the quartic anisotropy is one per cent of the isotropic quartic coefficient. It also gives no warning that a weak transverse field may reorient the whole domain.

Both effects follow from a three-component energy with quartic terms. In its tetragonal phase the transverse susceptibility diverges as the cubic anisotropy vanishes, while the longitudinal susceptibility stays finite.

## Energy and conventions

Consider a single domain with uniform polarization $\mathbf P=(P_x,P_y,P_z)$ along cubic axes, and let $P^2=P_x^2+P_y^2+P_z^2$. The field-free energy density is

$$
f=\frac{\alpha}{2}P^2+\frac{\beta}{4}P^4+\frac{\gamma}{2}Q,\qquad
Q=P_x^2P_y^2+P_y^2P_z^2+P_z^2P_x^2, \tag{1}
$$

with $\alpha<0$ and $\beta>0$. In a macroscopic field $\mathbf E$, equilibrium states are stationary points of

$$
g=f-\mathbf E\cdot\mathbf P. \tag{2}
$$

The coefficients refer to fixed temperature and zero stress, with the strain already eliminated. Domain walls, gradients and thermal fluctuations are left out, so all statements below belong to uniform mean-field theory.

The first two terms of (1) depend on the length of $\mathbf P$ alone. The coefficient $\gamma$ therefore carries the entire anisotropy. The same energy is often written in Devonshire form,

$$
f=a_1\sum_iP_i^2+a_{11}\sum_iP_i^4+a_{12}Q. \tag{3}
$$

Since $P^4=\sum_iP_i^4+2Q$, the term $\beta P^4/4$ contributes $\beta/4$ to $a_{11}$ and $\beta/2$ to $a_{12}$. Hence

$$
a_1=\frac{\alpha}{2},\qquad a_{11}=\frac{\beta}{4},\qquad
a_{12}=\frac{\beta+\gamma}{2},\qquad \gamma=2(a_{12}-2a_{11}). \tag{4}
$$

Isotropy means $a_{12}=2a_{11}$. Setting $a_{12}=0$ would instead give three uncoupled components, which is a strongly anisotropic energy.

## When the tetragonal state is the ground state

At fixed $P^2$ the anisotropy sum $Q$ is bounded on both sides. It is non-negative, and vanishes when at most one component is nonzero. For the upper bound, use

$$
\sum_iP_i^4-Q=\tfrac12\left[(P_x^2-P_y^2)^2+(P_y^2-P_z^2)^2+(P_z^2-P_x^2)^2\right]\ge0 .
$$

Together with $P^4=\sum_iP_i^4+2Q$ this gives

$$
0\le Q\le \frac{P^4}{3}, \tag{5}
$$

where the upper value is reached on the body diagonals.

For $\gamma>0$, drop the non-negative term $\gamma Q/2$ and complete the square:

$$
f\ge\frac{\alpha}{2}P^2+\frac{\beta}{4}P^4
=\frac{\beta}{4}\left(P^2-\frac{|\alpha|}{\beta}\right)^2-\frac{\alpha^2}{4\beta}. \tag{6}
$$

Equality requires both $Q=0$ and $P^2=|\alpha|/\beta$. The minima are thus the six tetragonal states, one of which is

$$
\mathbf P=(0,0,P_0),\qquad P_0^2=\frac{|\alpha|}{\beta}. \tag{7}
$$

For $\gamma<0$ the energy is lowered by making $Q$ as large as possible, so the ground state is rhombohedral. Inserting $Q=P^4/3$ leaves a quartic coefficient $\beta/4+\gamma/6$, which is positive if $\gamma>-3\beta/2$. At or below that value the energy is unbounded from below and higher terms are needed.

## The two susceptibilities

The equation of state is $\partial f/\partial P_i=E_i$. Because $\partial Q/\partial P_i=2P_i(P^2-P_i^2)$, it reads

$$
P_i\left[\alpha+\beta P^2+\gamma(P^2-P_i^2)\right]=E_i . \tag{8}
$$

Define $\chi_{ij}=\partial P_i/\partial E_j$ and $H_{ij}=\partial^2f/\partial P_i\partial P_j$. Differentiating the equation of state with respect to $E_j$ gives, by the chain rule,

$$
\sum_kH_{ik}\chi_{kj}=\delta_{ij}. \tag{9}
$$

The susceptibility is the inverse of the stiffness matrix $H$, provided that $H$ is invertible. Differentiating (8) gives its elements:

$$
H_{ii}=\alpha+\beta P^2+2\beta P_i^2+\gamma(P^2-P_i^2),\qquad
H_{ij}=2(\beta+\gamma)P_iP_j\quad(i\ne j). \tag{10}
$$

In the state (7) every product $P_iP_j$ with $i\ne j$ vanishes, so $H$ is diagonal. Its longitudinal element is

$$
H_{zz}=\alpha+3\beta P_0^2=-|\alpha|+3|\alpha|=2|\alpha| . \tag{11}
$$

The two transverse elements are equal:

$$
H_{xx}=H_{yy}=\alpha+\beta P_0^2+\gamma P_0^2=\gamma P_0^2 . \tag{12}
$$

Here $\alpha+\beta P_0^2=0$ is the equilibrium condition itself. It removes the whole isotropic part of the transverse stiffness, but not of the longitudinal one. Inverting the diagonal matrix,

$$
\boxed{\chi_L=\frac{1}{2|\alpha|},\qquad
\chi_T=\frac{1}{\gamma P_0^2}=\frac{\beta}{\gamma|\alpha|},\qquad
\frac{\chi_T}{\chi_L}=\frac{2\beta}{\gamma}.} \tag{13}
$$

At fixed $\alpha$ and $\beta$, $\chi_T$ diverges as $1/\gamma$ when $\gamma\to0^+$, while $\chi_L$ does not depend on $\gamma$. With (4), the same result in Devonshire coefficients is

$$
\frac1{\chi_L}=4|a_1|,\qquad
\frac1{\chi_T}=\frac{|a_1|(a_{12}-2a_{11})}{a_{11}} . \tag{14}
$$

This divergence differs from the one at the Curie point. If $\alpha\to0^-$ at fixed $\beta$ and $\gamma$, both susceptibilities grow as $1/|\alpha|$ and their ratio remains $2\beta/\gamma$. In the paraelectric phase, where $\alpha>0$ and $\mathbf P=0$, equation (10) gives $H_{ij}=\alpha\delta_{ij}$. The linear response there carries no information about $\gamma$.

## Rotation, and the effect of a bias field

The cancellation in (12) has a geometric meaning. Turn $\mathbf P$ by a small angle $\theta$ towards $x$ at fixed length $P_0$. The isotropic energy is unchanged, and the anisotropy energy is

$$
\frac{\gamma}{2}P_0^4\sin^2\theta\cos^2\theta\simeq\frac{\gamma}{2}P_0^4\theta^2
=\frac12(\gamma P_0^2)P_x^2,\qquad P_x\simeq P_0\theta . \tag{15}
$$

The spring constant for $P_x$ is $\gamma P_0^2$, in agreement with (12). A longitudinal field changes the length of $\mathbf P$, and this costs energy even in an isotropic medium.

At $\gamma=0$ and zero field the matrix $H$ has two zero eigenvalues. Equation (9) then has no solution for the transverse response, and a linear transverse susceptibility does not exist. A bias field $E_z>0$ along the polarization restores it. Let $P$ now denote the positive polarization in this bias. The $z$ component of (8) gives

$$
\alpha P+\beta P^3=E_z\quad\Longrightarrow\quad \alpha+\beta P^2=\frac{E_z}{P}. \tag{16}
$$

Substitution into (10) yields

$$
\frac1{\chi_T}=\frac{E_z}{P}+\gamma P^2,\qquad
\frac1{\chi_L}=\frac{E_z}{P}+2\beta P^2 . \tag{17}
$$

For $\gamma=0$ the first relation becomes $\chi_T=P/E_z$. This can be read off directly: in an isotropic medium $\mathbf P$ follows the direction of the field, a small $E_x$ turns the field by $E_x/E_z$, and so $P_x=PE_x/E_z$.

Either term in the transverse stiffness alone keeps $\chi_T$ finite, and $\chi_T$ diverges only when both vanish. Taking $E_z\to0$ at fixed $\gamma>0$ gives $\chi_T=1/(\gamma P_0^2)$, whereas taking $\gamma\to0$ at fixed $E_z$ gives the finite value $P/E_z$. The two contributions are equal when $P^2=|\alpha|/(\beta-\gamma)$, that is at $E_z=\gamma P_0^3(1-\gamma/\beta)^{-3/2}$, which is close to $\gamma P_0^3$ for $\gamma\ll\beta$. For $\gamma\ge\beta$ the anisotropy term is the larger at every bias.

## How far the linear response reaches

A divergent susceptibility does not mean that a small field produces an unlimited polarization. To find the range of the linear law, apply $E_x>0$ with $E_y=E_z=0$, and follow the state that starts from $(0,0,P_0)$. It has $P_y=0$ and $P_z\ne0$. Write $r=\gamma/\beta$. The $z$ component of (8) requires

$$
\alpha+\beta(P_x^2+P_z^2)+\gamma P_x^2=0 , \tag{18}
$$

and division by $\beta$ gives

$$
P_z^2=P_0^2-(1+r)P_x^2 . \tag{19}
$$

The $x$ component of (8) is $P_x[\alpha+\beta(P_x^2+P_z^2)+\gamma P_z^2]=E_x$. By (18), the first two terms in the bracket equal $-\gamma P_x^2$. Therefore

$$
E_x=\gamma P_x(P_z^2-P_x^2)=\gamma P_x\left[P_0^2-(2+r)P_x^2\right]. \tag{20}
$$

At small $P_x$ this reproduces $\chi_T$. Solving (20) iteratively gives the first correction,

$$
P_x\simeq\chi_TE_x\left[1+(2+r)\left(\frac{\chi_TE_x}{P_0}\right)^2\right]. \tag{21}
$$

The field in (20) has a maximum where its derivative vanishes:

$$
\frac{dE_x}{dP_x}=\gamma\left[P_0^2-3(2+r)P_x^2\right]=0
\quad\Longrightarrow\quad P_x^*=\frac{P_0}{\sqrt{3(2+r)}} . \tag{22}
$$

At this point the bracket in (20) equals $2P_0^2/3$, so

$$
E^*=\frac{2\gamma P_0^3}{3\sqrt{3(2+r)}} . \tag{23}
$$

It remains to show that stability is lost here and not earlier. Along the branch $E_z$ stays zero, hence $H_{zx}dP_x+H_{zz}dP_z=0$. Eliminating $dP_z$ from $dE_x=H_{xx}dP_x+H_{xz}dP_z$ gives

$$
\frac{dE_x}{dP_x}=H_{xx}-\frac{H_{xz}^2}{H_{zz}}
=\frac{H_{xx}H_{zz}-H_{xz}^2}{H_{zz}} . \tag{24}
$$

Equations (10) and (18) give $H_{zz}=2\beta P_z^2>0$. The stiffness in the $xz$ plane is therefore positive definite as long as $E_x$ rises with $P_x$, and becomes singular at $E^*$. Displacements along $y$ decouple because $P_y=0$, and their stiffness is

$$
H_{yy}=\alpha+\beta P^2+\gamma(P_x^2+P_z^2)=\gamma P_z^2>0 .
$$

The component $P_z$ is still nonzero at the limit. From (19) and (22),

$$
P_z^{*2}=P_0^2\,\frac{5+2r}{3(2+r)},\qquad
\tan\theta^*=\frac{P_x^*}{P_z^*}=\frac1{\sqrt{5+2r}} . \tag{25}
$$

As $\gamma\to0^+$ the critical tilt approaches $\arctan(1/\sqrt5)\simeq24.1^\circ$, while $E^*\simeq0.272\,\gamma P_0^3$ goes to zero. The linear window closes at the same rate at which $\chi_T$ grows. Their product stays finite:

$$
\chi_TE^*=\frac{2P_0}{3\sqrt{3(2+r)}}=\frac23P_x^* . \tag{26}
$$

At the stability limit, the linear law thus gives two thirds of the true transverse polarization, whatever the value of $\gamma>0$.

### Beyond the limit, and at zero anisotropy

For $E_x>E^*$ there is no equilibrium with $P_y=0$, $P_z\ne0$ and $P_x>0$. Let the polarization relax down the gradient of $g$ from $(0,0,P_0)$. Symmetry keeps $P_y=0$. Whenever $P_x=0$, the driving force along $x$ is $E_x>0$, so $P_x$ cannot become negative. The remaining end point is $P_z=0$ with the positive root of $\alpha P_x+\beta P_x^3=E_x$. The domain has turned by $90^\circ$.

At $\gamma=0$ the threshold is zero. Equation (8) becomes $(\alpha+\beta P^2)\mathbf P=\mathbf E$, so every equilibrium in a nonzero field is collinear with that field. The same relaxation argument then selects $\mathbf P$ parallel to $\mathbf E$: any transverse field, however small, turns the polarization completely.

### The transverse response belongs to a prepared domain

Even below $E^*$, the state that starts along $z$ is not the global minimum. At equilibrium $\partial g/\partial\mathbf P=0$, so $dg/dE_x=-P_x$. With $f_0=-\alpha^2/(4\beta)$, the energy of the $z$-derived state is

$$
g_z=f_0-\int_0^{E_x}P_x(E')\,dE'>f_0-\frac{P_0E_x}{\sqrt6}, \tag{27}
$$

because $P_x\le P_x^*<P_0/\sqrt6$. The state polarized along $x$ has at most the energy of the trial polarization $(P_0,0,0)$, so $g_x\le f_0-P_0E_x$. It follows that

$$
g_z-g_x>P_0E_x\left(1-\frac1{\sqrt6}\right)>0\qquad(0<E_x\le E^*). \tag{28}
$$

The susceptibility $\chi_T$ therefore describes a domain that was prepared along $z$ and remains in its local minimum. A procedure that picks the lowest energy at each field would find a jump of the polarization at $E_x=0$ instead of a linear response. For the same reason $E^*$ is only the stability limit of the uniform state. A real crystal can reorient below it by nucleation and domain-wall motion, which this model leaves out.

## A numerical case

Take the round model parameters $\alpha=-1.0\times10^8$ V m/C and $\beta=1.6\times10^9$ V m$^5$/C$^3$. Then

$$
P_0=\sqrt{\frac{1.0\times10^8}{1.6\times10^9}}=0.25\ \text{C/m}^2,\qquad
\chi_L=\frac1{2.0\times10^8}=5.0\times10^{-9}\ \text{F/m},
$$

or $\chi_L/\varepsilon_0\simeq565$. For $\gamma=0.1\beta=1.6\times10^8$ V m$^5$/C$^3$ the transverse stiffness is $\gamma P_0^2=1.0\times10^7$ V m/C. Hence $\chi_T=1.0\times10^{-7}$ F/m, or $\chi_T/\varepsilon_0\simeq1.13\times10^4$. Equation (23) gives

$$
E^*=\frac{2(1.6\times10^8)(0.25)^3}{3\sqrt{6.3}}\simeq6.64\times10^5\ \text{V/m}.
$$

Other anisotropies give the following values.

| $\gamma/\beta$ | $\chi_T/\varepsilon_0$ | $\chi_T/\chi_L$ | $E^*$ (V/m) |
|---|---|---|---|
| 1 | $1.13\times10^3$ | 2 | $5.56\times10^6$ |
| 0.1 | $1.13\times10^4$ | 20 | $6.64\times10^5$ |
| 0.01 | $1.13\times10^5$ | 200 | $6.79\times10^4$ |
| 0.001 | $1.13\times10^6$ | 2000 | $6.80\times10^3$ |

The susceptibilities in the numerical output were obtained by solving for equilibrium in small fields of both signs and taking the difference quotient of $\mathbf P$. They agree with (13), and $\chi_L$ is the same in all four cases. The last column falls slightly more slowly than $\gamma$ at first because of the factor $\sqrt{2+r}$ in (23).

At $\gamma/\beta=0.1$ and half the limiting field, $E_x=3.32\times10^5$ V/m, the equilibrium has $P_x=0.0346$ C/m$^2$. The linear law gives $0.0332$ C/m$^2$, which is 4% below the full value. The correction in (21) is $2.1\,(0.0332/0.25)^2\simeq0.037$ relative to the linear value, and accounts for most of the difference. The energy density of this state is $-1.568\times10^6$ J/m$^3$, against $-1.646\times10^6$ J/m$^3$ for the state along $x$, in the order required by (28).

Relaxation from $(0,0,P_0)$ shows the threshold. At $0.95E^*$ the polarization settles at $P_x=0.081$ and $P_z=0.235$ C/m$^2$. At $1.05E^*$ it ends along $x$ with $P_x=0.253$ C/m$^2$. For $\gamma=0$, a field of $2.5\times10^4$ V/m is enough to turn it completely.

A bias $E_z=1.0\times10^6$ V/m raises the polarization to $0.2549$ C/m$^2$. For $\gamma=0$, equation (17) gives $\chi_T=0.2549/10^6=2.55\times10^{-7}$ F/m, or $\chi_T/\varepsilon_0\simeq2.88\times10^4$, a finite value. For $\gamma/\beta=0.01$ the two stiffness terms are $E_z/P=3.92\times10^6$ and $\gamma P^2=1.04\times10^6$ V m/C. Their sum gives $\chi_T/\varepsilon_0\simeq2.28\times10^4$, about one fifth of the unbiased value. Here the bias, not the anisotropy, supplies most of the resistance to rotation.

## The other side of isotropy, and higher-order terms

For $\gamma<0$ the transverse stiffness (12) is negative and the tetragonal state is unstable. The divergence can then be approached from the rhombohedral phase. Set $\mathbf P=(p,p,p)$. Equation (8) at zero field requires $\alpha+3\beta p^2+2\gamma p^2=0$, so $p^2=|\alpha|/(3\beta+2\gamma)$. Using this condition in (10),

$$
H_{ii}=2\beta p^2,\qquad H_{ij}=2(\beta+\gamma)p^2\quad(i\ne j).
$$

A matrix with equal diagonal and equal off-diagonal elements has the eigenvalue $H_{ii}+2H_{ij}$ along $[111]$ and $H_{ii}-H_{ij}$ across it:

$$
\frac1{\chi_L}=(6\beta+4\gamma)p^2=2|\alpha|,\qquad
\frac1{\chi_T}=-2\gamma p^2=2|\gamma|p^2 . \tag{29}
$$

The longitudinal value is the same as in the tetragonal phase. As $\gamma\to0^-$, $p^2\to P_0^2/3$ and $\chi_T\simeq3/(2|\gamma|P_0^2)$. At equal small $|\gamma|$, the rhombohedral transverse susceptibility is larger by a factor $3/2$.

Anisotropy of higher order can remove the divergence at $\gamma=0$ or shift it. Add to (3) the sixth-order terms

$$
a_{111}\sum_iP_i^6+a_{112}\sum_iP_i^4(P^2-P_i^2)+a_{123}P_x^2P_y^2P_z^2 .
$$

For a tetragonal state of length $P$, the equilibrium condition is $2a_1+4a_{11}P^2+6a_{111}P^4=0$. The terms of the energy quadratic in $P_x$ give the transverse stiffness $2a_1+2a_{12}P^2+2a_{112}P^4$. Subtracting the equilibrium condition,

$$
\frac1{\chi_T}=2(a_{12}-2a_{11})P^2+2(a_{112}-3a_{111})P^4 . \tag{30}
$$

At $a_{12}=2a_{11}$ the second term remains. If it is positive, it keeps $\chi_T$ finite; if it is negative, the tetragonal state becomes unstable before the quartic anisotropy reaches zero. If $a_{112}=3a_{111}$, the second term vanishes and the divergence stays at $a_{12}=2a_{11}$, whatever the value of $a_{123}$. The $a_{123}$ term is of fourth order in the small components $P_x$ and $P_y$, so it does not resist a small rotation away from the $z$ axis. It can still change which state is lowest. With $a_{12}=2a_{11}$ and $a_{112}=3a_{111}$, the remaining anisotropy is $(a_{123}-6a_{111})P_x^2P_y^2P_z^2$. If $a_{123}<6a_{111}$, states along the body diagonals therefore have lower energy close to the divergence, and the tetragonal state is only metastable there. The general condition for the divergence is that the total stiffness against rotation vanishes. In the quartic model, that stiffness is $\gamma P_0^2$. The quartic model should not be read as a description of a particular perovskite. In BaTiO$_3$ the stress-free $a_{11}$ is negative and $a_{12}-2a_{11}$ is not small. The soft rotation there comes from a near cancellation of the two terms in (30), and a first-order transition to the orthorhombic phase intervenes before the stiffness vanishes, when $\chi_T/\chi_L$ is a few tens rather than hundreds.

## Values computed for the example and the checks

```
alpha = -1.000e+08 V m/C
beta = 1.600e+09 V m^5/C^3
P0 = 0.2500 C/m^2
zero-field tetragonal energy density = -1.5625e+06 J/m^3
Susceptibilities from numerical field derivatives:
gamma/beta = 1, gamma = 1.600e+09 V m^5/C^3
  a12/a11 = 4.0000 (dimensionless)
  chi_L = 5.0000e-09 F/m, chi_L/eps0 = 564.7
  chi_T = 1.0000e-08 F/m, chi_T/eps0 = 1.1294e+03
  chi_T/chi_L = 2.00 (dimensionless)
  E* = 5.5556e+06 V/m, tilt of P at E* = 20.70 deg
gamma/beta = 0.1, gamma = 1.600e+08 V m^5/C^3
  a12/a11 = 2.2000 (dimensionless)
  chi_L = 5.0000e-09 F/m, chi_L/eps0 = 564.7
  chi_T = 1.0000e-07 F/m, chi_T/eps0 = 1.1294e+04
  chi_T/chi_L = 20.00 (dimensionless)
  E* = 6.6402e+05 V/m, tilt of P at E* = 23.68 deg
gamma/beta = 0.01, gamma = 1.600e+07 V m^5/C^3
  a12/a11 = 2.0200 (dimensionless)
  chi_L = 5.0000e-09 F/m, chi_L/eps0 = 564.7
  chi_T = 1.0000e-06 F/m, chi_T/eps0 = 1.1294e+05
  chi_T/chi_L = 200.00 (dimensionless)
  E* = 6.7872e+04 V/m, tilt of P at E* = 24.05 deg
gamma/beta = 0.001, gamma = 1.600e+06 V m^5/C^3
  a12/a11 = 2.0020 (dimensionless)
  chi_L = 5.0000e-09 F/m, chi_L/eps0 = 564.7
  chi_T = 1.0000e-05 F/m, chi_T/eps0 = 1.1294e+06
  chi_T/chi_L = 2000.00 (dimensionless)
  E* = 6.8024e+03 V/m, tilt of P at E* = 24.09 deg
Transverse field E*/2 at gamma/beta = 0.1:
  Ex = 3.3201e+05 V/m
  Px = 0.03459 C/m^2, Pz = 0.24735 C/m^2
  linear estimate chi_T Ex = 0.03320 C/m^2
  energy density, z-derived state = -1.56812e+06 J/m^3
  energy density, x state = -1.64578e+06 J/m^3
Relaxed from (0,0,P0) at gamma/beta = 0.1:
  0.95 E*: Px = 0.0808, |Pz| = 0.2352 C/m^2
  1.05 E*: Px = 0.2534, |Pz| = 0.0000 C/m^2
Relaxed at gamma = 0, Ex = 2.500e+04 V/m:
  Px = 0.2501, |Pz| = 0.0000 C/m^2
Bias field along P: Ez = 1.000e+06 V/m
  gamma/beta = 0: P = 0.25486 C/m^2, chi_T/eps0 = 2.8784e+04
  gamma/beta = 0.01: P = 0.25486 C/m^2, chi_T/eps0 = 2.2757e+04
```
